Static field from A = −Ft: which expectation value is the energy?

**Question**

I have one electron in a symmetric confining well V(x), in a uniform static electric field F along x. In atomic units, with electron charge −1, I normally use the scalar potential φ = −Fx and the Hamiltonian

H_L = p²/2 + V(x) + Fx.

Its ground state u is polarized, and its energy lies below the field-free value E₀. The same field also follows from φ = 0 and A = −Ft, which gives

H_V(t) = (p − Ft)²/2 + V(x).

This Hamiltonian depends on time although nothing in the physical situation does. When I diagonalize it at a fixed t, I find the field-free levels with no Stark shift. When I insert u, the expectation value grows like t². How do I describe my polarized bound state in this gauge, and where has its energy gone?

**Answer**

Nothing has gone wrong with the field. With F = −∂φ/∂x − ∂A/∂t, the first choice gives F from the gradient and the second gives F from the time derivative. What must be changed along with the potentials is the wave function, and after that one has to ask which operator represents the energy you want.

**Mapping the state**

For charge −1 the Hamiltonian is (p + A)²/2 − φ + V. A gauge function χ changes the potentials and the wave function as

A → A + ∂χ/∂x, φ → φ − ∂χ/∂t, ψ → exp(−iχ)ψ.

Take χ = −Fxt. Then A becomes −Ft, φ becomes −Fx + Fx = 0, and

ψ_V = exp(iFxt) ψ_L.

To check the Schrödinger equation, let the shifted momentum act on ψ_V. The derivative of the phase gives +Ft, which cancels the −Ft:

(p − Ft) exp(iFxt)ψ_L = exp(iFxt)(Ft + p − Ft)ψ_L = exp(iFxt) pψ_L.

Applying it twice gives H_V ψ_V = exp(iFxt)(p²/2 + V)ψ_L. The time derivative also acts on the phase:

i∂ψ_V/∂t = exp(iFxt)(−Fx + i∂/∂t)ψ_L
= exp(iFxt)(−Fx + H_L)ψ_L
= exp(iFxt)(p²/2 + V)ψ_L.

The two right-hand sides agree, so ψ_V solves the equation with H_V whenever ψ_L solves the one with H_L. For your bound state, H_L u = Eu, and therefore

ψ_V(x,t) = exp(iFxt − iEt) u(x).

The density |u|² does not move. The canonical momentum does change: u can be chosen real, so ⟨p⟩ = 0 in u and ⟨p⟩ = Ft in ψ_V. The velocity operator is p − Ft, and its mean stays zero. A growing canonical momentum here does not mean a moving electron.

This also explains your t² term. If u is inserted without its phase,

⟨u|H_V|u⟩ = ⟨u|p²/2 + V|u⟩ − Ft⟨u|p|u⟩ + F²t²/2,

and the middle term vanishes. In this gauge the bare u describes an electron with mean velocity −Ft, and F²t²/2 is the kinetic energy of that motion.

**What ⟨H_V⟩ measures**

With the correct state the phases cancel. Call the result W:

W = ⟨ψ_V|H_V|ψ_V⟩ = ⟨u|p²/2 + V|u⟩ = ⟨u|H_L − Fx|u⟩ = E − F⟨x⟩.

W is constant in time, although H_V is not. It is a legitimate physical energy, the kinetic energy plus the potential energy in V. It leaves out the energy of the charge in the external field, so it is not the conserved energy E.

Since u is normalized and H_L depends on F through Fx, the Hellmann-Feynman theorem gives dE/dF = ⟨x⟩. Thus

W = E − F dE/dF.

In a symmetric well E is even in F. Write E = E₀ − αF²/2 + cF⁴ + …, where α is the polarizability. Then F dE/dF = −αF² + 4cF⁴ + …, and

W = E₀ + αF²/2 − 3cF⁴ + ….

To leading order the two energies shift by equal amounts in opposite directions. Polarizing the electron costs internal energy αF²/2, while the interaction F⟨x⟩ supplies −αF². The sign of W − E₀ does not depend on the expansion: W is the expectation value of the field-free Hamiltonian H₀ = p²/2 + V in the state u, so by the variational principle it cannot lie below E₀. If W is mistaken for E and −d²W/dF² is taken as the polarizability, the result at F = 0 is −α.

The harmonic well V = ω²x²/2 shows this in closed form. Completing the square,

ω²x²/2 + Fx = ω²(x + F/ω²)²/2 − F²/(2ω²),

so ⟨x⟩ = −F/ω² and E = E₀ − F²/(2ω²). Hence W = E + F²/ω² = E₀ + F²/(2ω²).

**The conserved energy in the second gauge**

Transform H_L together with the state:

K = exp(iFxt) H_L exp(−iFxt) = H_V(t) + Fx.

Then Kψ_V = Eψ_V at every t. To see that ⟨K⟩ is conserved for any state, not just this one, put v = p − Ft. The explicit time dependence gives ∂H_V/∂t = −Fv, and the commutator gives i[H_V, x] = v. Therefore

d⟨H_V⟩/dt = −F⟨v⟩,
d⟨K⟩/dt = −F⟨v⟩ + F⟨v⟩ = 0.

The first line is force times velocity, the power delivered to the electron. In the polarized stationary state ⟨v⟩ = 0, which is why W is constant.

The value of E depends on where φ is set to zero. Replacing Fx by F(x − x₀) shifts E by −Fx₀ and leaves W alone. I put the zero at the centre of the well, so that E − E₀ is the usual Stark shift.

**Why the instantaneous levels show no Stark shift**

At each time,

H_V(t) = exp(iFxt) H₀ exp(−iFxt).

This is a unitary transformation, so the levels are the field-free Eₙ. The instantaneous eigenstates are exp(iFxt)φₙ, where H₀φₙ = Eₙφₙ, and their densities are unpolarized. It is tempting to say that a system governed by a steadily changing Hamiltonian follows its instantaneous ground state. To test that idea, expand

ψ_V = Σₙ cₙ(t) exp(iFxt)φₙ.

The time derivative of the phase contributes −Fx. Moving it to the other side and projecting on exp(iFxt)φₙ gives

i dcₙ/dt = Eₙcₙ + F Σₘ xₙₘcₘ, with xₙₘ = ⟨φₙ|x|φₘ⟩.

The interaction has returned as the coupling between moving eigenstates. For a stationary solution, cₙ(t) = cₙ exp(−iEt), so

(E − Eₙ)cₙ = F Σₘ xₙₘcₘ.

To first order, with c₀ = 1 and n ≠ 0,

cₙ = −F xₙ₀/(Eₙ − E₀).

These amplitudes are the polarization. Putting them into the n = 0 equation, where x₀₀ = 0 by symmetry, gives

E − E₀ = −F² Σₙ |xₙ₀|²/(Eₙ − E₀), hence α = 2 Σₙ |xₙ₀|²/(Eₙ − E₀),

with n = 0 left out of both sums. The Stark shift therefore appears in the phase exp(−iEt), not in the instantaneous levels. Waiting longer does not help the adiabatic argument: H_V changes at a rate set by F, so a longer time means a longer path at the same speed. The admixture becomes small when F|xₙ₀| is small compared with the gaps, and then the polarization is small too.

**A worked case**

Take V = x²/2 + 0.1x⁴ and F = 0.5. Diagonalization gives E₀ = 0.559146, E = 0.474883 hartree and ⟨x⟩ = −0.333541 bohr. Then

W = 0.474883 + 0.5 × 0.333541 = 0.641654 hartree.

The shifts are E − E₀ = −0.08426 hartree (−2.293 eV) and W − E₀ = +0.08251 hartree (+2.245 eV). With α = 0.6814, the leading term αF²/2 is 0.0852 hartree. The shift of E falls short of it in size by 0.0009 and that of W by 0.0027, close to the ratio 1 : 3 expected from the terms cF⁴ and −3cF⁴.

Propagating u with H_V for 20 atomic units of time, without using the gauge map, gives a state that differs from exp(iFxt − iEt)u by 1.5 × 10⁻⁵ in norm, which is the numerical error of the propagation, since the map itself is exact. Its canonical momentum has reached Ft = 10, while its mean velocity stays below 10⁻⁶ in size. Its weight on the instantaneous ground state is 0.934, so about 6.6 % lies outside. Omitting the phase would give ⟨H_V⟩ = 0.64 + 10²/2 = 50.64 hartree.

**How the field was switched on**

The polarized state is one possible state in the field, and the history decides whether you have it. Suppose the field appears suddenly at t = 0 while the electron is in φ₀. Afterwards ⟨K⟩ = E₀, because ⟨x⟩ = 0 at the start, and so

⟨H_V⟩ = E₀ − F⟨x⟩(t).

The electron swings in the well and this value changes, although the field is static. In the example it ranges from 0.559 to 0.885 hartree during the first 20 atomic units of time, while ⟨K⟩ stays at E₀ to within 10⁻⁶ hartree.

For a slowly rising field f(t), use A = −∫f dt. The power is then −f⟨v⟩. If the electron follows the polarized state, ⟨x⟩ = −αf to leading order, and the work done on it is

−∫ f d⟨x⟩ = α ∫₀ᶠ f df = αF²/2,

where the upper limit is the final field F. This is the leading-order value of W − E₀. The ramp f = F(10s³ − 15s⁴ + 6s⁵), with s = t/40 and lasting 40 atomic units of time, gives work of 0.08244 hartree, against 0.08251 for the static state. The size and sign of this small miss depend on the ramp shape; f = F sin²(πs/2) gives 0.08292. The final ⟨K⟩ − E₀ is −0.08426 hartree, equal to the static Stark shift at this precision. The work misses its static value by more than ⟨K⟩ does, because a ramp of finite length leaves a small departure from the polarized state. Write the final state as ψ_V + εη with η orthogonal to ψ_V. Because Kψ_V = Eψ_V, the terms linear in ε drop out of ⟨K⟩, which changes only at order ε². The mean position can change already at first order, by 2ε Re⟨ψ_V|x|η⟩, and ⟨H_V⟩ = ⟨K⟩ − F⟨x⟩ changes with it. If the field is then held constant, this term oscillates in time, so it can have either sign and passes through zero at some instants.

**A real atom**

The mapping of wave functions holds for any V, but the statements about a bound state need one to exist. In hydrogen the potential −1/r + Fz falls without limit as z → −∞, so the electron can tunnel out and the polarized state is a resonance. For a weak field, second-order perturbation theory still defines both shifts. I take a fixed nucleus at the origin and no relativistic terms.

With ψ₀ = exp(−r)/√π, the first-order function per unit field must satisfy (H₀ − E₀)ψ₁ = −zψ₀. Try ψ₁ = Gψ₀ with G = −z(1 + r/2). Because ∇ψ₀ = −(**r**/r)ψ₀,

(H₀ − E₀)Gψ₀ = (−∇²G/2 + ∂G/∂r)ψ₀.

Here ∇²(zr) = 4z/r, so −∇²G/2 = z/r, while ∂G/∂r = −z/r − z. The sum is −z, as required. The coefficient of F² in E is

⟨ψ₀|z|ψ₁⟩ = −⟨z²(1 + r/2)⟩ = −(⟨r²⟩ + ⟨r³⟩/2)/3 = −(3 + 3.75)/3 = −9/4,

so α = 9/2. For W, the terms containing (H₀ − E₀)ψ₀ vanish, which leaves

⟨ψ₁|H₀ − E₀|ψ₁⟩ = −⟨ψ₁|z|ψ₀⟩ = +9/4.

At F = 0.01, about 5.1 × 10⁹ V/m, and to second order in F, the conserved energy shifts by −2.25 × 10⁻⁴ hartree (−6.12 meV) and the internal energy by +2.25 × 10⁻⁴ hartree (+6.12 meV). Higher orders already move the last digits at this field: a finite-field calculation gives −6.14 meV and +6.17 meV, the correction to W being about three times that to E, as the terms cF⁴ and −3cF⁴ imply. Both numbers describe the same polarized atom. A Stark shift measured as a change of level energy corresponds to the first, so in the gauge A = −Ft it is the shift of ⟨K⟩, with K = H_V + Fz, and not the shift of ⟨H_V⟩. The numerical output below lists the values for both systems.

Computed results

```
MODEL WELL, energies in hartree, other quantities in atomic units
quartic coefficient              0.1
field F                          0.50
field-free ground energy E0      0.559146 hartree
field-free first excited energy  1.769503 hartree
conserved energy E(F)            0.474883 hartree
internal energy W = <H_V>        0.641654 hartree
mean position <x>                -0.333541 bohr
slope dE/dF, finite difference   -0.333541 bohr
E - F dE/dF                      0.641654 hartree
shift E - E0                     -0.084263 hartree
shift W - E0                     0.082507 hartree
difference W - E                 0.166771 hartree
shift E - E0 converted           -2.2929 eV
shift W - E0 converted           2.2451 eV
polarizability, sum over states  0.68138 a.u.
minus second derivative of E     0.68137 a.u.
minus second derivative of W     -0.68137 a.u.
PROPAGATION WITH H_V FROM THE POLARIZED STATE
duration                         20.0 a.u. of time
norm of (propagated - mapped)    1.5e-05
largest change of <H_V>          3.9e-07 hartree
final canonical momentum         10.00000 a.u.
largest |velocity|               6.8e-07 a.u.
final <K>                        0.474883 hartree
lowest level of H_V at the end   0.559146 hartree
weight on that level's state     0.93394
<H_V> at the end, phase omitted  50.64165 hartree
weak field for admixture test    0.01 a.u.
admixture, diagonalization       2.8144e-05
admixture, first-order formula   2.8144e-05
SUDDEN SWITCHING FROM THE FIELD-FREE GROUND STATE
smallest <H_V>                   0.55915 hartree
largest <H_V>                    0.88508 hartree
largest |<K> - E0|               7.1e-07 hartree
SLOW SWITCHING FROM THE FIELD-FREE GROUND STATE
ramp duration                    40.0 a.u. of time
work done on the electron        0.08244 hartree
final <H_V> - E0                 0.08244 hartree
final <K> - E0                   -0.08426 hartree
HYDROGEN, SECOND ORDER IN THE FIELD
polarizability                   4.5000 a.u.
field                            0.01 a.u.
field converted                  5.142e+09 V/m
conserved-energy shift           -2.250e-04 hartree
internal-energy shift            2.250e-04 hartree
conserved-energy shift converted -6.123 meV
internal-energy shift converted  6.123 meV
```
